# Curl of current-induced forces and energy gain on closed ionic paths, part 2

Two classical ionic coordinates $X_1,X_2$ of a current-carrying junction are driven round a circle of radius $r=0.10$ Å at angular frequency $\Omega$, with $\hbar\Omega=20$ meV. The opening numbers to be explained are the electrons' work on the ions per cycle: $+8.29$ meV counterclockwise and $-10.84$ meV clockwise at 0.20 V bias, and $-0.99$ meV counterclockwise at zero bias.

Electrons do not interact. The device Hamiltonian is $H(X_1,X_2)$. Reservoirs $\alpha=L,R$ have occupations $f_\alpha(E)$, chemical potentials $\mu_\alpha$ and width matrices $\Gamma_\alpha$ independent of energy and $X$, with $\Gamma=\Gamma_L+\Gamma_R$. An electron entering at energy $E$ has device amplitudes $\varphi$:

$$i\hbar\dot\varphi=\left(H-\tfrac{i}{2}\Gamma-E\right)\varphi+w_\alpha,\qquad w_\alpha w_\alpha^\dagger=\Gamma_\alpha. \tag{1}$$

At clamped ions $\varphi=Gw_\alpha$, with $G=(E-H+i\Gamma/2)^{-1}$. Let $A_\alpha=G\Gamma_\alpha G^\dagger$ and $A=A_L+A_R=i(G-G^\dagger)$. With $\rho$ the density matrix per spin, the force is

$$F_i=-2\,\mathrm{Tr}[\rho M_i],\qquad M_i=\partial_iH. \tag{3}$$

At clamped ions its curl $C=\partial_1F_2-\partial_2F_1$ is

$$\boxed{C=\frac2\pi\int dE\,(f_L-f_R)\,\mathrm{Im}\,\mathrm{Tr}[M_2A_LM_1A_R]} \tag{5}$$

It vanishes for a single level. To first order in the ionic velocity, the force gains

$$F_i^{(1)}=-\sum_j\gamma_{ij}\dot X_j,\qquad
\gamma_{ij}=\frac{2\hbar}{\pi}\sum_\alpha\int dE\,f_\alpha\,\mathrm{Im}\,\mathrm{Tr}[M_iG^2M_jA_\alpha]. \tag{10}$$

The example has two sites, both at zero energy when $X=0$, with hopping $t=0.30$ eV. Site 1 couples to $L$ and site 2 to $R$, each with width $w=0.40$ eV; $s=t^2+w^2/4=0.13$ eV². The ionic couplings are

$$M_1=g_1\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad M_2=g_2\begin{pmatrix}1&0\\0&-1\end{pmatrix},$$

with $g_1=g_2=0.50$ eV/Å. At zero electronic temperature and $\mu_{L,R}=\pm0.10$ eV, $C=0.297$ eV/Å² at $X=0$. Very slow counterclockwise motion round the circle yields 9.51 meV per cycle.

### A limit: friction at equilibrium

Take real matrices and equal chemical potentials $\mu$. Differentiating $G^{-1}$ with respect to energy gives $G^2=-\partial_EG$. Since $\mathrm{Im}\,G=-A/2$, it follows that $\mathrm{Im}\,G^2=A'/2$, where the prime denotes $\partial_E$. Hence

$$\gamma_{ij}=\frac\hbar\pi\int dE\,f\,\mathrm{Tr}[M_iA'M_jA].$$

The matrices are real and symmetric, so a trace equals the trace of the transposed, reversed product:

$$\mathrm{Tr}[M_iA'M_jA]=\mathrm{Tr}[AM_jA'M_i]=\mathrm{Tr}[M_iAM_jA'].$$

The integrand is therefore half of $\partial_E\mathrm{Tr}[M_iAM_jA]$. At zero temperature the integral ends at $\mu$, and the product vanishes at $E\to-\infty$:

$$\gamma_{ij}^{\mathrm{eq}}=\frac{\hbar}{2\pi}\,\mathrm{Tr}[M_iAM_jA]_{E=\mu}. \tag{11}$$

For a velocity combination $M=\sum_i\dot X_iM_i$, the dissipated power is proportional to $\mathrm{Tr}[MAMA]=\mathrm{Tr}[(A^{1/2}MA^{1/2})^2]\ge0$. Equilibrium electrons therefore damp the motion at this order.

For the junction at $\mu=0$, the off-diagonal element of $G$ is real, and $A$ is $w/s=0.40/0.13=3.08$ eV⁻¹ times the unit matrix. Each $M_i^2$ has trace $2(0.50)^2=0.50$ eV²/Å². Thus $\gamma_{11}^{\rm eq}=\gamma_{22}^{\rm eq}=\hbar(0.50)(3.08)^2/2\pi=0.753\,\hbar$ Å⁻², and the trace is $1.51\,\hbar$ Å⁻².

### Curl against friction on a circle

For $X=r(\cos\Omega\tau,\sin\Omega\tau)$, with $\tau$ the time and $\Omega>0$, the velocity is $r\Omega(-\sin\Omega\tau,\cos\Omega\tau)$. To leading order in $r$ the friction matrix is constant, and

$$\oint\dot X_i\gamma_{ij}\dot X_j\,d\tau=r^2\Omega^2\int_0^{2\pi/\Omega}\left[\gamma_{11}\sin^2+\gamma_{22}\cos^2-(\gamma_{12}+\gamma_{21})\sin\cos\right]d\tau.$$

The squares each integrate to $\pi/\Omega$ and the mixed term to zero. The works in the two directions are

$$W_{\rm ccw}\approx\pi r^2(C-\Omega\,\mathrm{Tr}\gamma),\qquad W_{\rm cw}\approx-\pi r^2(C+\Omega\,\mathrm{Tr}\gamma). \tag{12}$$

A counterclockwise gain requires $C>\Omega\,\mathrm{Tr}\gamma$. The curl work per cycle is independent of speed, while the friction work is proportional to it, so a positive curl wins for sufficiently slow circular motion.

At 0.20 V, equation (10) gives $\gamma_{11}/\hbar=1.15$ and $\gamma_{22}/\hbar=0.80$ Å⁻², hence $\mathrm{Tr}\gamma/\hbar=1.95$ Å⁻². For $\hbar\Omega=0.020$ eV,

$$\Omega\,\mathrm{Tr}\gamma=(0.020)(1.95)=0.039\ \mathrm{eV/Å^2},$$

$$W_{\rm ccw}\approx0.0314\,(0.297-0.039)=0.0081\ \mathrm{eV}.$$

The off-diagonal elements, $\gamma_{12}/\hbar=-0.04$ and $\gamma_{21}/\hbar=-0.50$ Å⁻², are unequal. Their antisymmetric part gives a force perpendicular to the velocity, which does no work. Equation (11) is symmetric, so in this real model that part requires bias.

### The moving junction without a velocity expansion

The circular drive can be treated without assuming it slow. Write $H(\tau)=H_0+V_+e^{-i\Omega\tau}+V_-e^{i\Omega\tau}$. Resolving the cosine and sine into exponentials gives

$$V_+=\frac r2(M_1+iM_2),\qquad V_-=V_+^\dagger.$$

Insert $\varphi(\tau)=\sum_n\varphi_ne^{-in\Omega\tau}$ into the equation of motion and collect the terms in $e^{-in\Omega\tau}$:

$$\left(E+n\hbar\Omega-H_0+\tfrac i2\Gamma\right)\varphi_n-V_+\varphi_{n-1}-V_-\varphi_{n+1}=w_\alpha\delta_{n0}. \tag{13}$$

This is a set of linear equations, solved here with $n$ from $-12$ to 12. The work on the ions is minus the cycle integral of $2\,\mathrm{Tr}[\rho\dot H]$.

This solution gives the opening numbers: $+8.29$ meV counterclockwise and $-10.84$ meV clockwise. Half their difference is 9.57 meV, close to the slow-loop work of 9.51 meV. Half their sum is $-1.27$ meV, compared with $-\pi r^2\Omega\,\mathrm{Tr}\gamma=-1.22$ meV from (12). At zero bias, (11) predicts $-0.0314(0.020)(1.51)$ eV $=-0.95$ meV, and the driven solution gives $-0.99$ meV. The two curl works, 9.57 and 9.51 meV, belong to the same circle and differ because of the finite frequency. The loss under bias exceeds its estimate mainly because of the finite radius. On a circle of radius 0.01 Å at 5 meV, the curl and friction terms were each tested to within 1 percent.

Equation (12) puts the end of the gain at $\hbar\Omega=0.297/1.95=0.152$ eV. The driven solution at radius 0.10 Å has zero work at 0.171 eV. This frequency is no longer small compared with the widths, so the first-order estimate gives the scale rather than the precise limit. At 0.40 eV the work is $-22$ meV per cycle.

### Where the energy comes from

Let $H_{\rm tot}(\tau)$ describe the electrons in the device, the reservoirs and their coupling. The commutator of $H_{\rm tot}$ with itself vanishes, so its mean value changes through its explicit time dependence alone:

$$\frac{d}{d\tau}\langle H_{\rm tot}\rangle=\sum_i\dot X_i\langle\partial_iH\rangle=-\sum_iF_i\dot X_i. \tag{14}$$

Here $F_i$ is the full mean force at finite speed, and the expectation value includes both spins. The work gained by the ions is the energy lost by the electrons. In the periodic state the device returns to its initial condition after a cycle, so the reservoirs supply the loss.

The scattered electrons give a separate account of it. Without a source, the norm of $\varphi$ decays at the rate $\varphi^\dagger\Gamma\varphi/\hbar$. An electron that entered at $E$ and leaves through component $n$ has gained $n\hbar\Omega$. For $n=0$ the outgoing wave interferes with the incoming one, but no energy is exchanged. Summed over a period $2\pi/\Omega$ and both spins, the energy lost is

$$-2\sum_\alpha\sum_n\int dE\,f_\alpha\,n\,\varphi_n^\dagger\Gamma\varphi_n .$$

It equals 8.29 meV per counterclockwise cycle, the same as the work found from the force.

Per cycle, $N=17.0$ electrons pass from left to right. A battery that restores the reservoir populations supplies $NeV=17.0(0.20)=3.40$ eV. Let the heat left in reservoir $\alpha$ be $Q_\alpha=\Delta E_\alpha-\mu_\alpha\Delta N_\alpha$. Since $\Delta N_L=-N$, $\Delta N_R=N$ and $\Delta E_L+\Delta E_R=-W$,

$$Q_L+Q_R=-W+(\mu_L-\mu_R)N=NeV-W. \tag{15}$$

In the example 3.395 eV becomes heat and 0.008 eV becomes ionic work, about 0.24 percent of the battery energy. The steady bias, not stored elastic energy, maintains the supply from one cycle to the next.

### Free vibrations

So far the path was prescribed. Now let the ions move freely about a point where elastic and electronic forces balance, taken to be $X=0$, with small displacements $x_1,x_2$. The matrix $\partial_jF_i$ has a symmetric part, which joins the elastic stiffness, and an antisymmetric part fixed by the curl:

$$\mathcal J=\frac C2\begin{pmatrix}0&-1\\1&0\end{pmatrix}.$$

Its lower-left entry is $(\partial_1F_2-\partial_2F_1)/2=C/2$. The symmetric part is not small in the junction: $\partial_1F_1=0.557$, $\partial_2F_2=1.004$ and $(\partial_1F_2+\partial_2F_1)/2=-0.082$ eV/Å², to be compared with $C/2=0.148$ eV/Å². Assume that both modes have mass $M$ and that the elastic stiffness matrix, including its off-diagonal element, compensates this anisotropy, so that the total stiffness is $K=M\omega_0^2$ times the unit matrix. Then

$$M\ddot x=-Kx+\mathcal Jx-\gamma\dot x. \tag{16}$$

Write $x=\mathrm{Re}[u(\tau)e^{i\omega_0\tau}]$ with a slowly varying $u$. For weak curl and friction, $\ddot u$ and $\gamma\dot u$ are negligible, and the stiffness cancels the leading inertial term. What remains is

$$2iM\omega_0\dot u=(\mathcal J-i\omega_0\gamma)u,\qquad
\dot u=\left[-\frac{i\mathcal J}{2M\omega_0}-\frac{\gamma}{2M}\right]u .$$

Counterclockwise motion, $x\propto(\cos,\sin)$, has $u\propto(1,-i)^T$. Applying $\mathcal J$ multiplies this vector by $iC/2$, which contributes a growth rate $C/(4M\omega_0)$. The mean of $\gamma$ in the normalized vector is

$$\tfrac12(1,\,i)\,\gamma\begin{pmatrix}1\\-i\end{pmatrix}=\tfrac12\left[\gamma_{11}+\gamma_{22}+i(\gamma_{21}-\gamma_{12})\right].$$

Its imaginary part shifts the frequency; its real part damps. The growth rate of the amplitude is

$$\Lambda\approx\frac{C-\omega_0\mathrm{Tr}\gamma}{4M\omega_0}. \tag{17}$$

Its sign agrees with the work condition from (12). Friction also mixes the two senses of rotation, through an element of magnitude $\frac12\sqrt{(\gamma_{11}-\gamma_{22})^2+(\gamma_{12}+\gamma_{21})^2}$, here $0.32\,\hbar$ Å⁻². Multiplied by $\omega_0$ this is 0.0064 eV/Å², small compared with $C$, and it enters the growth rate at second order.

For $M=50$ u and $\hbar\omega_0=20$ meV, the stiffness is $K=4.78$ eV/Å². Since $M\omega_0=K/\omega_0$,

$$\frac{\Lambda}{\omega_0}\approx\frac{0.297-0.039}{4(4.78)}=0.0135.$$

With $\omega_0=30.4$ ps⁻¹ this is 0.41 ps⁻¹. The eigenvalues of (16) give the same rate to these digits, and an amplitude e-folding time of 2.4 ps. A small free vibration settles into counterclockwise rotation and grows. Equation (17) says nothing about the amplitude at which the growth ends. The rate depends on the assumed compensation. If the diagonal total stiffnesses are equal but the electronic off-diagonal element $-0.082$ eV/Å² is left uncancelled, it falls to 0.33 ps⁻¹. If instead the elastic stiffnesses alone are equal and uncoupled, the electronic anisotropy is $\sqrt{0.22^2+0.082^2}=0.24$ eV/Å²; it plays the role of $K|d|$ in (18) below, exceeds $C/2$, and leaves no growth in the frictionless case. The classical treatment of the ions is also marginal for these numbers: the zero-point amplitude per mode is $\sqrt{\hbar\omega_0/2K}=0.046$ Å, and a circle of radius 0.10 Å holds $Kr^2=48$ meV, about 2.4 vibrational quanta.

### Unequal modes and the range of validity

The modes must be close in frequency to maintain a rotating path. Without friction, let the stiffnesses be $K(1+d)$ and $K(1-d)$. The effective stiffness $\kappa$, defined by $x\propto e^{\lambda\tau}$ and $M\lambda^2=-\kappa$, satisfies

$$[K(1+d)-\kappa][K(1-d)-\kappa]+\frac{C^2}{4}=0,\qquad
\kappa=K\pm\sqrt{K^2d^2-\frac{C^2}{4}}. \tag{18}$$

For $|d|>|C|/2K$ and $K^2(1-d^2)+C^2/4>0$, both values are real and positive, and the modes oscillate without growth. For $|d|<|C|/2K$ they are complex, and one solution grows. At $d=0$, (18) returns the frictionless form of (17) for weak curl.

With the numbers of the example, but friction left out, the limit is $|d|=0.297/[2(4.78)]=0.031$. The frequency difference is $\omega_0(\sqrt{1+d}-\sqrt{1-d})\approx\omega_0d$, so the tolerated splitting is 0.62 meV out of 20 meV. Eigenvalues on either side of the limit test this threshold. Friction that is the same in every direction, $\gamma=\gamma_0$ times the unit matrix, subtracts $\gamma_0/2M$ from the growth rate in the equation for $u$. Growth then requires $\sqrt{C^2/4-K^2d^2}>\omega_0\gamma_0$, and the tolerated splitting is smaller. For a general friction matrix this conclusion does not follow, and the limit must be found from the eigenvalues of (16) with the unequal stiffnesses inserted. With the friction matrix of the example, the limit on $|d|$ falls slightly for $d>0$ but rises for $d<0$.

A nonzero curl therefore permits a gain; it does not make every vibration unstable. Other ionic damping adds to $\gamma$, and fluctuations of the force agitate the ions even when the mean work is negative. Electron interactions and bias-induced level shifts would change $H$, the force and possibly its curl; none of these is included. If the reservoir couplings depended on $X$, equations (3) and (5) would need further terms, and the absence of curl for one level would no longer follow. The values above belong to this model, and the numerical output printed below gives them to more digits.

## Values computed for the example and the checks

```
hopping t: 0.30 eV
width of each reservoir coupling: 0.40 eV
couplings g1, g2: 0.50, 0.50 eV/angstrom
bias voltage: 0.20 V
chemical potentials left, right: 0.10, -0.10 eV
transmission at E=0: 0.8521 (dimensionless)
density of states per spin at E=0: 0.9794 1/eV
curl from formula: 0.29666 eV/angstrom^2
curl from force differences: 0.29666 eV/angstrom^2
curl with reversed bias: -0.29666 eV/angstrom^2
linear-bias estimate of curl: 0.27818 eV/angstrom^2
curl from explicit time evolution: 0.29510 eV/angstrom^2
reservoir levels per lead in time evolution: 400
random three-site curl, differences: -0.018972 eV/angstrom^2
random three-site curl, formula: -0.018972 eV/angstrom^2
circle radius: 0.10 angstrom
static work, line integral: 9.5133 meV/cycle
static work, area integral: 9.5133 meV/cycle
small-circle work pi a^2 C: 9.3197 meV/cycle
friction gamma11/hbar: 1.1539 1/angstrom^2
friction gamma22/hbar: 0.7958 1/angstrom^2
friction gamma12/hbar: -0.0382 1/angstrom^2
friction gamma21/hbar: -0.4976 1/angstrom^2
trace gamma/hbar: 1.9496 1/angstrom^2
drive and vibrational quantum: 20.0 meV
driven work, counterclockwise: 8.2914 meV/cycle
electron energy loss, counterclockwise: 8.2914 meV/cycle
driven work, clockwise: -10.8412 meV/cycle
driven work at zero bias, counterclockwise: -0.9904 meV/cycle
electrons transferred, counterclockwise: 17.018 per cycle
battery energy, counterclockwise: 3.4036 eV/cycle
heat left in reservoirs: 3.3953 eV/cycle
low-speed estimate of limiting quantum: 152.2 meV
limiting quantum from driven solution: 171.3 meV
driven work at 400 meV quantum: -22.1521 meV/cycle
ionic mass: 50.0 u
total stiffness K: 4.7845 eV/angstrom^2
amplitude growth rate, eigenvalue: 0.4094 1/ps
amplitude growth rate, formula: 0.4091 1/ps
amplitude e-folding time: 2.442 ps
frictionless limit of d in K(1+d), K(1-d): 0.03100
corresponding mode splitting: 0.6200 meV
```
